# Why James-Coolidge functions fail at large R and Kolos-Wolniewicz functions succeed: a program that tests the result

```python
# Result under test: for two electrons and two fixed unit charges at distance R,
# a basis exp(-alpha(xi1+xi2)) * powers of xi, eta (James-Coolidge, JC) needs an
# eta degree growing as sqrt(R), while one Kolos-Wolniewicz (KW) term containing
# exp(beta(eta1-eta2)) plus its mirror image describes the separated atoms.
# xi=(ra+rb)/R, eta=(ra-rb)/R; atomic units (hartree, bohr) throughout.
# mu_n = largest mean of eta^2 over polynomials of degree n on [-1,1].
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander, legval, legder
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import roots_laguerre, spherical_in, jn_zeros
from scipy.constants import value

HARTREE_EV = value('Hartree energy in eV')
ETA, W_ETA = leggauss(80)
LAG_X, LAG_W = roots_laguerre(12)


def legendre_set(degree, eta):
    """Normalised Legendre polynomials and derivatives, rows = degree."""
    norm = np.sqrt(np.arange(degree + 1) + 0.5)[:, None]
    values = legvander(eta, degree).T * norm
    slopes = legval(eta, legder(np.eye(degree + 1))) * norm
    return values, slopes


def atomic_set(beta, eta):
    """exp(-beta*eta) and exp(+beta*eta), scaled to at most one."""
    left, right = np.exp(-beta * (1 + eta)), np.exp(-beta * (1 - eta))
    return np.array([left, right]), np.array([-beta * left, beta * right])


def one_electron(R, alpha, max_xi, Y, dY, eta=ETA, w=W_ETA):
    """Overlap and core Hamiltonian; orbital = (alpha t)^m exp(-alpha t) Y."""
    t = LAG_X / (2 * alpha)
    wt = LAG_W / (2 * alpha)
    xi = 1 + t
    X = np.array([(alpha * t)**m for m in range(max_xi + 1)])
    dX = np.array([alpha * ((m * (alpha * t)**(m - 1) if m else 0 * t)
                            - (alpha * t)**m) for m in range(max_xi + 1)])
    x0, x1, x2 = [(X * wt * xi**k) @ X.T for k in range(3)]
    kx = (dX * wt * t * (t + 2)) @ dX.T
    y0, y2 = (Y * w) @ Y.T, (Y * w * eta**2) @ Y.T
    ky = (dY * w * (1 - eta**2)) @ dY.T
    C = 2 * np.pi * (R / 2)**3
    S = C * (np.kron(x2, y0) - np.kron(x0, y2))
    T = C * 2 / R**2 * (np.kron(kx, y0) + np.kron(x0, ky))
    V = -C * 4 / R * np.kron(x1, y0)
    return S, T + V


def repulsion(R, alpha, max_xi, Y, lmax):
    """Neumann expansion of 1/r12; returns packed matrix and pair index."""
    u, wu = leggauss(64)
    u, wu = (u + 1) / 2, wu / 2
    t = u**2 / (1 - u) / alpha
    jac = u * (2 - u) / (1 - u)**2 / alpha
    outer_w = wu * jac / (t * (t + 2))
    g, wg = leggauss(10)
    edges = np.concatenate([[0.0], t])
    width = np.diff(edges)[:, None]
    tq = edges[:-1, None] + width * (g + 1) / 2
    wq = width * wg / 2
    nm, ny = max_xi + 1, len(Y)
    n = nm * ny
    dens = np.array([(alpha * tq)**k * np.exp(-2 * alpha * tq) * wq
                     for k in range(2 * nm - 1)])
    power = np.add.outer(np.arange(nm), np.arange(nm))
    rows, cols = np.triu_indices(n)
    pair = np.zeros((n, n), int)
    pair[rows, cols] = np.arange(len(rows))
    pair[cols, rows] = np.arange(len(rows))
    mm = power[rows // ny, cols // ny]
    jr, jc = rows % ny, cols % ny
    points = [1 + tq, 1 + t, ETA]
    old = [np.zeros_like(p) for p in points]
    now = [np.ones_like(p) for p in points]
    total = np.zeros((len(rows), len(rows)))
    for l in range(lmax + 1):
        pq, px, pe = now
        U = np.cumsum((dens * (1 + tq)**2 * pq).sum(-1), axis=1) / px
        Wc = np.cumsum((dens * pq).sum(-1), axis=1) / px
        A = (Y * W_ETA * pe) @ Y.T
        B = (Y * W_ETA * pe * ETA**2) @ Y.T
        G = U[mm] * A[jr, jc][:, None] - Wc[mm] * B[jr, jc][:, None]
        total += (2 * l + 1) * (G * outer_w) @ G.T
        new = [((2 * l + 1) * p * b - l * a) / (l + 1)
               for p, a, b in zip(points, old, now)]
        old, now = now, new
    return total * (2 * np.pi * (R / 2)**3)**2 * 2 / R, pair


def singlet_energy(R, S, h, eri, pair, configs):
    """Lowest energy in the span of phi_i(1)phi_j(2)+phi_j(1)phi_i(2)."""
    i, j = np.array(configs).T
    a, b, c, d = i[:, None], j[:, None], i[None, :], j[None, :]
    N = S[a, c] * S[b, d] + S[a, d] * S[b, c]
    H = (h[a, c] * S[b, d] + S[a, c] * h[b, d] + eri[pair[a, c], pair[b, d]]
         + h[a, d] * S[b, c] + S[a, d] * h[b, c] + eri[pair[a, d], pair[b, c]])
    scale = 1 / np.sqrt(np.diag(N))
    N, H = N * np.outer(scale, scale), H * np.outer(scale, scale)
    return eigh(H, N, eigvals_only=True)[0] + 1 / R


def kw_energy(R, alpha, beta, configs=((0, 1),)):
    Y, dY = atomic_set(beta, ETA)
    S, h = one_electron(R, alpha, 0, Y, dY)
    eri, pair = repulsion(R, alpha, 0, Y, 40)
    return singlet_energy(R, S, h, eri, pair, configs)


# --- integrals against closed results for hydrogenic 1s functions
for R in (1.5, 6.0, 24.0):
    Y, dY = atomic_set(R / 2, ETA)
    S, h = one_electron(R, R / 2, 0, Y, dY)
    eri, pair = repulsion(R, R / 2, 0, Y, 40)
    decay = np.exp(-2 * R)
    core = -0.5 - (1 / R - decay * (1 + 1 / R))
    coulomb = 1 / R - decay * (1 / R + 11 / 8 + 3 * R / 4 + R**2 / 6)
    assert abs(S[0, 0] / np.pi - 1) < 1e-9
    assert abs(S[0, 1] / S[0, 0] - np.exp(-R) * (1 + R + R**2 / 3)) < 1e-9
    assert abs(h[0, 0] / S[0, 0] - core) < 1e-9
    assert abs(eri[pair[0, 0], pair[0, 0]] / S[0, 0]**2 - 5 / 8) < 1e-6
    assert abs(eri[pair[0, 0], pair[1, 1]] / S[0, 0]**2 - coulomb) < 1e-6


# --- attraction coefficient on the axis: attraction = -(4/R)*kappa
def axis_kappa(J, with_r12):
    """Largest kappa for symmetric polynomials, optionally times |eta1-eta2|."""
    g, w = leggauss(30)
    e1 = np.repeat(g, 30)
    e2 = -1 + (e1 + 1) * (np.tile(g, 30) + 1) / 2
    weight = np.repeat(w, 30) * np.tile(w, 30) * (e1 + 1) / 2
    P1, P2 = legvander(e1, J).T, legvander(e2, J).T
    F = [P1[j] * P2[k] + P1[k] * P2[j] for j in range(J + 1)
         for k in range(j, J + 1) if (j + k) % 2 == 0]
    if with_r12:
        F = F + [f * (e1 - e2) for f in F]
    F = np.array(F)
    V = (F * weight * (2 - e1**2 - e2**2)) @ F.T
    N = (F * weight * (1 - e1**2) * (1 - e2**2)) @ F.T
    return eigh(V, N, eigvals_only=True)[-1]


def kappa_from_zero(n):
    return 2 / (1 - leggauss(n + 2)[0][-1]**2)


print("Attraction coefficient kappa (dimensionless), axis limit")
for J in (0, 2, 4):
    plain, correlated = axis_kappa(J, False), axis_kappa(J, True)
    assert abs(plain / kappa_from_zero(J) - 1) < 1e-8
    assert plain < correlated < axis_kappa(J + 4, False)
    print(f" degree {J}: no r12 {plain:.4f}, with r12^1 {correlated:.4f}")
bessel_zero = jn_zeros(0, 1)[0]
assert abs(2 * (42.5 / bessel_zero)**2 / kappa_from_zero(40) - 1) < 0.01
print(f"First zero of J0: {bessel_zero:.4f}")

# --- Legendre coefficients of exp(-c eta), c = R/2
P6 = legvander(ETA, 6)[:, 6]
quadrature = 0.5 * np.sum(W_ETA * P6 * np.exp(-12 * ETA))
assert abs(quadrature / spherical_in(6, 12.0) - 1) < 1e-9
ratio = spherical_in(20, 200.0) / spherical_in(0, 200.0)
assert abs(ratio / np.exp(-20 * 21 / 400) - 1) < 0.01
print("Ratio i_n(R/2)/i_0(R/2) and exp(-n(n+1)/R), R=24 bohr")
for n in (2, 6, 10):
    r = spherical_in(n, 12.0) / spherical_in(0, 12.0)
    print(f" n={n}: {r:.3e}, {np.exp(-n * (n + 1) / 24):.3e}")

# --- degree needed by one electron, error below 0.001 hartree
eta_fine, w_fine = leggauss(300)
Y_all, dY_all = legendre_set(160, eta_fine)
needed = {}
print("One electron: eta degree for error < 0.001 hartree")
for R in (25, 100, 400, 1600):
    Y, dY = atomic_set(R / 2, eta_fine)
    S, h = one_electron(R, R / 2, 0, Y, dY, eta_fine, w_fine)
    target = eigh(h, S, eigvals_only=True)[0]
    S, h = one_electron(R, R / 2, 0, Y_all, dY_all, eta_fine, w_fine)
    needed[R] = next(n for n in range(161) if eigh(
        h[:n + 1, :n + 1], S[:n + 1, :n + 1],
        eigvals_only=True)[0] - target < 1e-3)
    allowed = next(n for n in range(200)
                   if (1 - 4 * kappa_from_zero(n)) / R <= -1)
    assert allowed <= needed[R]
    print(f" R={R} bohr: degree {needed[R]}, degree/sqrt(R) "
          f"{needed[R] / np.sqrt(R):.3f}; 2-electron bound needs >= {allowed}")
for R in (100, 400):
    assert 1.75 < needed[4 * R] / needed[R] < 2.35

# --- two-electron energies
distances = (1.5, 6.0, 12.0, 24.0)
degrees = (0, 2, 4, 6, 8, 10, 12)
Jmax = degrees[-1]
Y, dY = legendre_set(Jmax, ETA)
n_orb = 2 * (Jmax + 1)
configs = {}
for J in degrees:
    keep = [o for o in range(n_orb) if o % (Jmax + 1) <= J]
    configs[J] = [(p, q) for p in keep for q in keep if p <= q
                  and (p % (Jmax + 1) + q % (Jmax + 1)) % 2 == 0]
jc = {(R, J): np.inf for R in distances for J in degrees}
for R in distances:
    for factor in (0.2, 0.35, 0.5, 0.7, 0.85, 1.0, 1.15):
        alpha = factor * R / 2
        S, h = one_electron(R, alpha, 1, Y, dY)
        eri, pair = repulsion(R, alpha, 1, Y, 2 * Jmax + 2)
        for J in degrees:
            E = singlet_energy(R, S, h, eri, pair, configs[J])
            jc[R, J] = min(jc[R, J], E)
    for J in degrees:
        assert jc[R, J] > (1 - 4 * kappa_from_zero(J)) / R

print("JC energies without r12 (hartree) at R = 1.5, 6, 12, 24 bohr")
for J in degrees:
    print(f" degree {J}, {len(configs[J])} terms: "
          + ", ".join(f"{jc[R, J]:.6f}" for R in distances))
print("Lower bound on JC energy at R=24 bohr (hartree)")
for J in (0, 2):
    print(f" degree {J}: {(1 - 4 * kappa_from_zero(J)) / 24:.4f}")

print("One term: optimised KW, and the same term with beta=0")
kw, flat = {}, {}
for R in distances:
    best = minimize(lambda p: kw_energy(R, p[0], p[1]), [R / 2, R / 2],
                    method='Nelder-Mead',
                    options={'xatol': 1e-4, 'fatol': 1e-9, 'maxiter': 100})
    kw[R] = best.fun
    plain = minimize_scalar(lambda a: kw_energy(R, a, 0.0),
                            bounds=(0.03 * R, R), method='bounded')
    flat[R] = plain.fun
    print(f" R={R} bohr: alpha={best.x[0]:.4f}, beta={best.x[1]:.4f}, "
          f"R/2={R / 2:.2f}")
    print(f"   E(KW)={kw[R]:.6f}, E(beta=0)={flat[R]:.6f} hartree")
assert np.all(np.abs(best.x / 12 - 1) < 0.01)
assert abs(kw[24.0] + 1) < 1e-5
assert flat[24.0] > kw[24.0] + 0.4
assert all(jc[24.0, J] > kw[24.0] for J in (0, 2, 4, 6))
assert jc[24.0, 4] - kw[24.0] > 1e-2
assert jc[1.5, 4] - jc[1.5, 12] < 3e-3

# --- equal signs of beta put both electrons on the same centre
ionic = kw_energy(24.0, 12.0, 12.0, ((0, 0), (1, 1)))
assert abs(ionic - (-1 + 5 / 8 - 1 / 24)) < 1e-5
print(f"Equal signs of beta (ionic), R=24 bohr: {ionic:.6f} hartree")
gap = jc[24.0, 4] - kw[24.0]
print(f"JC degree 4 minus KW, R=24 bohr: {gap:.6f} hartree")
print(f" the same gap: {gap * HARTREE_EV:.4f} eV")
print("finished without a failed check")
```

Output:

```
Attraction coefficient kappa (dimensionless), axis limit
 degree 0: no r12 3.0000, with r12^1 4.3590
 degree 2: no r12 7.7386, with r12^1 10.2473
 degree 4: no r12 15.3256, with r12^1 20.3542
First zero of J0: 2.4048
Ratio i_n(R/2)/i_0(R/2) and exp(-n(n+1)/R), R=24 bohr
 n=2: 7.708e-01, 7.788e-01
 n=6: 1.687e-01, 1.738e-01
 n=10: 1.120e-02, 1.022e-02
One electron: eta degree for error < 0.001 hartree
 R=25 bohr: degree 9, degree/sqrt(R) 1.800; 2-electron bound needs >= 2
 R=100 bohr: degree 19, degree/sqrt(R) 1.900; 2-electron bound needs >= 6
 R=400 bohr: degree 40, degree/sqrt(R) 2.000; 2-electron bound needs >= 15
 R=1600 bohr: degree 83, degree/sqrt(R) 2.075; 2-electron bound needs >= 32
JC energies without r12 (hartree) at R = 1.5, 6, 12, 24 bohr
 degree 0, 3 terms: -1.109190, -0.620983, -0.380124, -0.216592
 degree 2, 13 terms: -1.156401, -0.925829, -0.745497, -0.520943
 degree 4, 31 terms: -1.156590, -0.998871, -0.959252, -0.798284
 degree 6, 57 terms: -1.156604, -1.000685, -0.998068, -0.950331
 degree 8, 91 terms: -1.156606, -1.000693, -0.999970, -0.993845
 degree 10, 133 terms: -1.156607, -1.000693, -1.000001, -0.999610
 degree 12, 183 terms: -1.156607, -1.000693, -1.000002, -0.999986
Lower bound on JC energy at R=24 bohr (hartree)
 degree 0: -0.4583
 degree 2: -1.2481
One term: optimised KW, and the same term with beta=0
 R=1.5 bohr: alpha=0.8978, beta=0.7111, R/2=0.75
   E(KW)=-1.148248, E(beta=0)=-1.102476 hartree
 R=6.0 bohr: alpha=3.0009, beta=2.9927, R/2=3.00
   E(KW)=-1.000512, E(beta=0)=-0.617920 hartree
 R=12.0 bohr: alpha=6.0000, beta=6.0000, R/2=6.00
   E(KW)=-1.000000, E(beta=0)=-0.378091 hartree
 R=24.0 bohr: alpha=12.0000, beta=12.0000, R/2=12.00
   E(KW)=-1.000000, E(beta=0)=-0.215132 hartree
Equal signs of beta (ionic), R=24 bohr: -0.416667 hartree
JC degree 4 minus KW, R=24 bohr: 0.201716 hartree
 the same gap: 5.4890 eV
finished without a failed check
```
